# The fluctuation-dissipation theorem for electron density fluctuations in equilibrium

**Q.** It is said that the response of electrons to a weak potential fixes their equilibrium density fluctuations. One is a driven quantity and the other is not. What exactly is being compared?

**A.** Use Hartree units, $k_B=1$, $\beta=1/T$. Take $N$ electrons in a volume $V$, $n=N/V$, a translation-invariant $H$ with eigenstates $|a\rangle$, Gibbs weights $P_a\propto e^{-\beta E_a}$, and $\omega_{ba}=E_b-E_a$. Let $\rho_q=\sum_j e^{-i\mathbf q\cdot\mathbf r_j}$ with $q\neq0$, so $\rho_q^\dagger=\rho_{-q}$. A translation multiplies $\rho_q$ by a phase and leaves the equilibrium state unchanged, so $\langle\rho_q\rangle=0$ and likewise $\langle\rho_q(t)\rho_q\rangle=0$ (on a lattice, provided $2\mathbf q$ is not a reciprocal-lattice vector). The fluctuation side is
$$S(q,\omega)=\frac{1}{2\pi N}\int dt\,e^{i\omega t}\langle\rho_q(t)\rho_{-q}\rangle,\qquad S(q)=\int d\omega\,S(q,\omega)=\frac{\langle\rho_q\rho_{-q}\rangle}{N}.$$
For the response, apply the potential $2\lambda\delta(t)\cos\mathbf q\cdot\mathbf r$, that is $\lambda\delta(t)B$ with $B=\rho_q+\rho_{-q}$. It turns the density matrix $\hat P$ into $e^{-i\lambda B}\hat Pe^{i\lambda B}=\hat P-i\lambda[B,\hat P]+O(\lambda^2)$. Cycling the trace gives $\delta\langle\rho_q\rangle(t)=-i\lambda\langle[\rho_q(t),B]\rangle=\lambda V\chi(q,t)$, with
$$\chi(q,t)=-\frac iV\theta(t)\langle[\rho_q(t),\rho_{-q}]\rangle,\qquad\chi(q,z)=\int_0^\infty dt\,e^{izt}\chi(q,t),\quad\operatorname{Im}z>0.$$

**Q.** One has a product and the other a commutator. How are they related?

**A.** Insert eigenstates, and write $M_{ab}=|\langle a|\rho_q|b\rangle|^2$. Since $\langle a|\rho_q(t)|b\rangle=e^{-i\omega_{ba}t}\langle a|\rho_q|b\rangle$,
$$\langle\rho_q(t)\rho_{-q}\rangle=\sum_{ab}P_aM_{ab}e^{-i\omega_{ba}t},\qquad\langle\rho_{-q}\rho_q(t)\rangle=\sum_{ab}P_bM_{ab}e^{-i\omega_{ba}t}.$$
The full time integral gives $2\pi\delta(\omega-\omega_{ba})$. The half integral gives $-i\int_0^\infty e^{i(z-\omega_{ba})t}dt=1/(z-\omega_{ba})$. Hence
$$S(q,\omega)=\frac1N\sum_{ab}P_aM_{ab}\,\delta(\omega-\omega_{ba}),\qquad\chi(q,z)=\frac1V\sum_{ab}\frac{(P_a-P_b)M_{ab}}{z-\omega_{ba}}.\tag{1}$$
The residues are real, and $\operatorname{Im}(x+i\eta)^{-1}=-\eta/(x^2+\eta^2)\to-\pi\delta(x)$. In equilibrium $P_a-P_b=P_a(1-e^{-\beta\omega_{ba}})$, and the delta function lets $\omega_{ba}$ be replaced by $\omega$:
$$\operatorname{Im}\chi(q,\omega+i0)=-\pi n\,(1-e^{-\beta\omega})\,S(q,\omega).\tag{2}$$
This is the fluctuation-dissipation theorem. It counts absorption ($P_a$) minus stimulated emission ($P_b$) on the same pair of states, and $\operatorname{Im}\chi\le0$ for $\omega>0$. It holds grand canonically too, with $N\to\langle N\rangle$, because $\rho_q$ connects only states of equal particle number. The only property of the populations used is $P_b/P_a=e^{-\beta\omega_{ba}}$ for pairs that $\rho_q$ connects; for populations without it, (2) does not follow.

**Q.** Was a symmetry between $q$ and $-q$ slipped in?

**A.** Not in (2). For negative frequency, $\delta(-\omega-\omega_{ba})=\delta(\omega-\omega_{ab})$, $P_a=P_be^{-\beta\omega_{ab}}$ and $M_{ab}=|\langle b|\rho_{-q}|a\rangle|^2$, so
$$S(q,-\omega)=e^{-\beta\omega}S(-q,\omega).$$
Inversion or time reversal maps $\rho_q$ to $\rho_{-q}$ and keeps the energies. If $H$ has either symmetry, $S(-q,\omega)=S(q,\omega)$, and (2) at $-\omega$ has the factor $(1-e^{\beta\omega})e^{-\beta\omega}=-(1-e^{-\beta\omega})$: $\operatorname{Im}\chi$ is odd in $\omega$.

A test without the symmetry uses three spin-polarized fermions on a ring of seven sites with hopping $t_h$, repulsion $t_h/d$ at distance $d$, $q=2\pi/7$, $T=t_h$ and a hopping phase $\phi=0.2$ rad per bond, entering as $-t_he^{i\phi}c^\dagger_{j+1}c_j+\text{h.c.}$ with $\rho_q=\sum_je^{-iqj}n_j$ (reversing $\phi$ exchanges $q$ and $-q$). The kick is simulated, and both time signals are multiplied by $e^{-\eta^2t^2/2}$ with $\eta=0.2\,t_h$, which replaces each delta function by a Gaussian of width $\eta$. Completing the square,
$$-\beta x-\frac{(\omega-x)^2}{2\eta^2}=-\beta\omega+\frac{\beta^2\eta^2}{2}-\frac{(\omega-\beta\eta^2-x)^2}{2\eta^2},$$
turns (2) into the exact form $\operatorname{Im}\chi_\eta(\omega)=-\pi n[S_\eta(\omega)-e^{-\beta\omega+\beta^2\eta^2/2}S_\eta(\omega-\beta\eta^2)]$. At $\omega=1.5\,t_h$ both sides give $-0.2541985$ per $t_h$ and site. Detailed balance, in the broadened form $S_\eta(q,-\omega)=e^{-\beta\omega+\beta^2\eta^2/2}S_\eta(-q,\omega-\beta\eta^2)$ that the same square gives, holds to $10^{-14}/t_h$. With $+q$ in place of $-q$ it is violated by up to $0.049/t_h$ for $0<\omega\le5\,t_h$ ($0.048/t_h$ on a frequency grid of spacing $0.05\,t_h$).

**Q.** To get $S(q)$ you must divide (2) by a factor that vanishes at $\omega=0$. Is that allowed?

**A.** Only away from $\omega=0$. Pairs with $E_a=E_b$ give a term $S_{\rm el}\,\delta(\omega)$, $S_{\rm el}=N^{-1}\sum_{E_a=E_b}P_aM_{ab}$, and drop out of $\chi$ because $P_a=P_b$. This weight has to be kept apart. In the symmetric case $S(q,\omega)+S(q,-\omega)=(1+e^{-\beta\omega})S(q,\omega)$, and $(1+e^{-\beta\omega})/(1-e^{-\beta\omega})=\coth(\beta\omega/2)$, so
$$S(q)=S_{\rm el}-\frac1{\pi n}\int_{0^+}^\infty d\omega\,\coth\frac{\beta\omega}2\,\operatorname{Im}\chi(q,\omega).\tag{3}$$
At $T=0$ with a nondegenerate ground state $|0\rangle$, $S_{\rm el}=|\langle0|\rho_q|0\rangle|^2/N=0$, $S(q,\omega)$ vanishes for $\omega<0$, and with or without the symmetry
$$S(q)=-\frac1{\pi n}\int_0^\infty d\omega\,\operatorname{Im}\chi(q,\omega).\tag{4}$$

**Q.** An imaginary part is not an analytic function. How can the integral in (4) be rotated?

**A.** One rotates $\int\chi\,dz$ and takes the imaginary part afterwards. By (1) $\chi$ is analytic for $\operatorname{Im}z>0$. Cauchy's theorem on the quarter disc of radius $R$, lifted by $i0$, equates the real segment plus the arc to the segment $z=iu$, $dz=i\,du$. For the arc, expand $1/(z-\omega)=1/z+\omega/z^2+\dots$ in (1). The $1/z$ coefficient is $\langle[\rho_q,\rho_{-q}]\rangle/V=0$, since both operators are functions of positions. Because $\langle a|[\rho_q,H]|b\rangle=\omega_{ba}\langle a|\rho_q|b\rangle$, the $1/z^2$ coefficient is $\langle[[\rho_q,H],\rho_{-q}]\rangle/V$. For $H=\sum_jp_j^2/2$ plus position-dependent terms, $\mathbf p\,e^{\mp i\mathbf q\cdot\mathbf r}=e^{\mp i\mathbf q\cdot\mathbf r}(\mathbf p\mp\mathbf q)$ gives per electron
$$[e^{-i\mathbf q\cdot\mathbf r},p^2/2]=e^{-i\mathbf q\cdot\mathbf r}(\mathbf q\cdot\mathbf p-q^2/2),$$
and the commutator of this with $e^{i\mathbf q\cdot\mathbf r}$ is $(\mathbf q\cdot(\mathbf p+\mathbf q)-q^2/2)-(\mathbf q\cdot\mathbf p-q^2/2)=q^2$. So $\chi\to nq^2/z^2$. The same coefficient is $-\pi^{-1}\int\omega\operatorname{Im}\chi\,d\omega$, which for odd $\operatorname{Im}\chi$ is the f-sum rule $-\int_0^\infty\omega\operatorname{Im}\chi\,d\omega=\pi nq^2/2$. If the decay is uniform in angle, the arc contributes $O(1/R)$, and
$$\int_0^\infty\chi(q,\omega+i0)\,d\omega=i\int_0^\infty\chi(q,iu)\,du.$$
The imaginary part, with (4), is
$$S(q)=-\frac1{\pi n}\int_0^\infty du\,\operatorname{Re}\chi(q,iu)\qquad(T=0).\tag{5}$$
For odd $\operatorname{Im}\chi$, writing (1) as $\chi(z)=-\pi^{-1}\int\operatorname{Im}\chi(\omega)\,d\omega/(z-\omega)$ and pairing $\omega$ with $-\omega$ gives
$$\chi(q,z)=-\frac2\pi\int_0^\infty\frac{\omega\operatorname{Im}\chi(q,\omega)}{z^2-\omega^2}\,d\omega.\tag{6}$$
At $z=iu$ this is real and negative, so "Re" can be dropped, and the real part of the rotation gives $\int_0^\infty\operatorname{Re}\chi(q,\omega)\,d\omega=0$.

**Q.** Uniform decay was assumed, and there are poles on the real axis. Can (5) be had without that?

**A.** Yes, term by term. At $T=0$ only $a=0$ or $b=0$ survives in (1):
$$\chi(q,iu)=\frac1V\sum_{b\ne0}\left[\frac{M_{0b}}{iu-\omega_{b0}}-\frac{M_{b0}}{iu+\omega_{b0}}\right],\qquad\operatorname{Re}\chi=-\frac1V\sum_{b\neq0}\frac{(M_{0b}+M_{b0})\,\omega_{b0}}{\omega_{b0}^2+u^2}.$$
All terms have one sign, so sum and integral may be exchanged, and $\int_0^\infty\omega\,du/(\omega^2+u^2)=\pi/2$ for every $\omega>0$. The integral equals $-(\pi/2V)(\langle\rho_q\rho_{-q}\rangle+\langle\rho_{-q}\rho_q\rangle)=-\pi nS(q)$, which is (5). A state with $\omega_{b0}=0$ would contribute $0$ in place of $\pi/2$, so (5) misses any weight by which $\rho_q$ connects degenerate ground states. On the ring with the hopping phase, $\operatorname{Im}\chi(q,it_h)=-3.4\times10^{-3}$ per $t_h$ and site is not zero, and (5) still reproduces the ground-state value $0.290697$.

**Q.** Then why not use (5) with the finite-temperature $\chi$?

**A.** Integrating (6) over $u$ returns $-(\pi n)^{-1}\int_0^\infty\operatorname{Im}\chi\,d\omega$ at any $T$, which is (3) without $S_{\rm el}$ and without $\coth>1$. Since $-\operatorname{Im}\chi\ge0$, the result is too small. The $\coth$ has poles at $i\nu_m$, $\nu_m=2\pi mT$, on the line to be integrated along, and the correct statement is a sum. Define $G(\tau)=\langle e^{\tau H}\rho_qe^{-\tau H}\rho_{-q}\rangle=\sum P_aM_{ab}e^{-\tau\omega_{ba}}$ and $\chi_M(i\nu_m)=-V^{-1}\int_0^\beta e^{i\nu_m\tau}G\,d\tau$. With $e^{i\nu_m\beta}=1$,
$$-P_a\int_0^\beta e^{(i\nu_m-\omega_{ba})\tau}d\tau=\frac{P_a-P_b}{i\nu_m-\omega_{ba}},$$
except for $\nu_m=\omega_{ba}=0$, where it is $-\beta P_a$. Therefore $\chi_M(i\nu_m)=\chi(q,i\nu_m)$ for $m>0$, its complex conjugate for $-m$, and
$$\chi_M(0)=\chi(q,i0^+)-\beta nS_{\rm el}.$$
Further, $G(\beta)=\sum P_bM_{ab}=\langle\rho_{-q}\rho_q\rangle=G(0)$, so the periodic extension is continuous and the Fourier series $G(\tau)=-VT\sum_me^{-i\nu_m\tau}\chi_M$ converges at $\tau=0$:
$$S(q)=-\frac Tn\Big[\chi_M(0)+2\sum_{m\ge1}\operatorname{Re}\chi(q,i\nu_m)\Big].\tag{7}$$
As $T\to0$, $2T\sum_m\to\pi^{-1}\int du$, which restores (5) when $S_{\rm el}\to0$. When $T$ exceeds all relevant $\omega_{ba}$, $\chi(q,i\nu_m)\approx-C/\nu_m^2$ with $C$ the $1/z^2$ coefficient, so term $m$ is $C/(2\pi^2m^2nT)$. For $H=\sum_jp_j^2/2$ plus position-dependent terms $C=nq^2$ and the terms fall as $1/T$; on the ring $P_a-P_b\approx\beta\omega_{ba}P_a$ makes $C$ itself fall as $1/T$, and they fall as $1/T^2$. Either way $S(q)\approx-T\chi_M(0)/n$, the classical relation.

**Q.** Is $S_{\rm el}$ more than bookkeeping?

**A.** It separates two static responses. To first order $\delta e^{-\beta(H+\lambda B)}=-\lambda\int_0^\beta e^{-(\beta-\tau)H}Be^{-\tau H}d\tau$, and the partition function is unchanged because $\langle B\rangle=0$. Tracing with $\rho_q$ and substituting $\tau\to\beta-\tau$ gives $\delta\langle\rho_q\rangle=-\lambda\int_0^\beta G\,d\tau=\lambda V\chi_M(0)$. So $\chi_M(0)$ is the response of a system that re-equilibrates with a bath, while $\chi(i0^+)$ belongs to the isolated one. On the ring without the phase, inversion makes momenta $K$ and $-K$ degenerate, and $\rho_q$ can connect them when $2K=\pm q$ modulo $2\pi$. At $T=t_h$ the two responses are $-0.1392684$ and $-0.1372676$ per $t_h$ and site. Their difference, $-0.0020009$ before rounding, matches $-\beta nS_{\rm el}=-\tfrac37\times0.0046687=-0.0020009$. Equation (7) gives $0.3901469$, equal to the direct trace; without $S_{\rm el}$ one gets $0.3854782$, low by $1.2\%$ of $S(q)$.

**Q.** What does this look like for the ideal electron gas?

**A.** Here $\rho_{-q}=\sum_{k\sigma}c^\dagger_{k+q,\sigma}c_{k\sigma}$ moves one electron at the cost $\Delta=q^2/2+kqc$, $c=\cos\theta$. Grand canonically the move has weight $f_k(1-f_{k+q})$ and its reverse $f_{k+q}(1-f_k)$, whose difference is $f_k-f_{k+q}$. With spin factor 2, (1) becomes
$$S_0=\frac2n\int\!\frac{d^3k}{(2\pi)^3}f_k(1-f_{k+q})\delta(\omega-\Delta),\qquad\chi_0=2\int\!\frac{d^3k}{(2\pi)^3}\frac{f_k-f_{k+q}}{z-\Delta}.$$
$S_0$ is an ordinary function at $\omega=0$, so $S_{\rm el}=0$ in the infinite gas. Use $d^3k=2\pi k^2dk\,dc$. The integral $\int dc\,\delta(\omega-\Delta)$ is $1/kq$ for $k>|s_-|$, where $s_\pm=\omega/q\pm q/2$ and $s_-^2/2+\omega=s_+^2/2$. With $k\,dk=d\varepsilon$ and $\int_e^\infty f\,d\varepsilon=T\ln(1+e^{\beta(\mu-e)})$,
$$\operatorname{Im}\chi_0=-\frac{T}{2\pi q}\ln\frac{1+e^{\beta(\mu-s_-^2/2)}}{1+e^{\beta(\mu-s_+^2/2)}}.$$
For complex $z$, substitute $\mathbf k+\mathbf q\to-\mathbf k$ in the second term, so the integrand is $f_k[(z-\Delta)^{-1}-(z+\Delta)^{-1}]$. The $c$ integral gives
$$\chi_0=\frac1{2\pi^2q}\int_0^\infty k f_k\left[\ln\frac{z-q^2/2+kq}{z-q^2/2-kq}-\ln\frac{z+q^2/2+kq}{z+q^2/2-kq}\right]dk.$$
At $T=0$ put $k=k_F\kappa$ and integrate by parts with the primitive $(\kappa^2-y^2)/2$ of $\kappa$, using $\partial_\kappa\ln\frac{y+\kappa}{y-\kappa}=2y/(y^2-\kappa^2)$:
$$g(y)=\int_0^1\kappa\ln\frac{y+\kappa}{y-\kappa}\,d\kappa=y+\frac{1-y^2}2\ln\frac{y+1}{y-1},$$
$$\chi_0=\frac{k_F^2}{2\pi^2q}\left[g\!\left(\frac{z-q^2/2}{qk_F}\right)-g\!\left(\frac{z+q^2/2}{qk_F}\right)\right].$$
This Lindhard function serves both axes. Independently, $S_0(q)$ is one minus the fractional overlap of two Fermi spheres displaced by $q=xk_F$. The overlap is two caps of height $h=1-x/2$ (in units of $k_F$), each of volume $\pi h^2(3-h)/3$; dividing by $4\pi/3$ gives $(1-x/2)^2(2+x/2)/2$, so $S_0=3x/4-x^3/16$ for $x<2$ and $1$ beyond. At $x=0.5$ this is $0.375-0.0078125=0.3671875$, and (4) and (5) both return it.

Now take $r_s=2$ bohr: $n=0.029842$ bohr$^{-3}$, $k_F=0.959579$ bohr$^{-1}$, and $T=0.5E_F=0.230198$ Ha, $q=k_F$. At $\omega=0.4$ Ha, $e^{-\beta\omega}=0.17594$ and $\operatorname{Im}\chi_0=-0.0424409$ Ha$^{-1}$bohr$^{-3}$, so (2) gives $0.0424409/(\pi\times0.029842\times0.82406)=0.5494$ Ha$^{-1}$, the value of the defining integral. In (7), $T/n=7.7140$ Ha bohr$^3$ multiplies $0.066727$, $2\times0.0091230$ and $2\times0.0029269$, giving $0.5147+0.1408+0.0452$ for $m=0,1,2$. The full sum is $0.77873$, equal to (3) and to the definition. The plain rotation gives $0.58436$, low by $25\%$ of $S_0(q)$.

**Q.** For interacting electrons $\chi$ is approximate. Does the rotation survive, and what does it gain?

**A.** An approximate $\chi$ defines its $S(q)$ through (4), and the rotation needs analyticity and decay. In the random phase approximation the electrons respond as free ones to the external plus Hartree potential, $\delta n=\chi_0(v_{\rm ext}+v\,\delta n)$ with $v=4\pi/q^2$, so $\chi=\chi_0/\epsilon$, $\epsilon=1-v\chi_0$. By (6), $\chi_0$ is a positive superposition of $1/(z^2-\omega^2)$, whose imaginary parts all have the sign of $-\operatorname{Im}z^2$. In the upper half plane $\chi_0$ is thus real only on the imaginary axis, where it is negative, and $\epsilon$ has no zero for $v>0$. An attractive kernel $v<0$ could produce one. By the same argument it would lie at $z=iu_0$, on the path of (5) itself, and the pole there gives a response growing as $e^{u_0t}$, an instability. At large $|z|$, $\epsilon\to1$ and $\chi\to nq^2/z^2$.

At $T=0$ the continuum on the real axis, where $\operatorname{Im}\chi_0\ne0$, ends at $qk_F+q^2/2$. If $\epsilon$ vanishes at $\omega_q$ above it, then $\chi_0=1/v$ there, $\chi\approx1/[v\epsilon'(\omega-\omega_q+i0)]$ with $\epsilon'=\partial\epsilon/\partial\omega$, and (4) gains $S_{\rm pl}=1/(nv\epsilon')$.

At $r_s=2$ bohr and $q=0.5k_F=0.479790$ bohr$^{-1}$, $v=54.589$ Ha bohr$^3$, the continuum ends at $0.5755$ Ha and the plasmon lies at $0.72841$ Ha ($19.82$ eV) with $\epsilon'=4.06185$ Ha$^{-1}$. Then
$$S_{\rm pl}=\frac1{0.029842\times54.589\times4.06185}=0.15113 .$$
The continuum adds $0.01367$, for a total of $0.16480$ against the ideal $0.36719$. The plasmon's share of the f-sum rule is $\omega_qS_{\rm pl}/(q^2/2)=0.72841\times0.15113/0.11510=0.9564$, and the continuum supplies the other $0.0436$. A real-axis quadrature over the continuum alone would miss $92\%$ of $S(q)$.

On the imaginary axis no root is needed. At $u=0.5$ Ha, $\chi_0=-0.018227$ and $\epsilon=1+54.589\times0.018227=1.9950$, so $\chi=-0.009136$ Ha$^{-1}$bohr$^{-3}$. At $u=0.1$, $1$ and $3$ Ha, $-\chi$ is $0.014372$, $0.004547$ and $0.000722$ in the same unit; by (6) $-\chi(iu)$ decreases monotonically. Equation (5) gives $0.16480$. At $q=k_F$ and $1.5k_F$ no pole lies above the continuum, and the two axes agree on $0.49660$ and $0.79085$. These digits compare two integrations of the RPA, not the RPA with the exact gas.

**Q.** Does (5) give anything in closed form?

**A.** The long-wavelength limit. For $q\ll k_F$ and $u\gg qk_F$, $\chi_0\approx-nq^2/u^2$, and $vnq^2=4\pi n=\omega_p^2$, so in the RPA $\chi\approx-nq^2/(u^2+\omega_p^2)$. For $u\lesssim qk_F$ and small $q$, $|v\chi_0|\gg1$ gives $\chi\approx-1/v=-nq^2/\omega_p^2$, which the same expression reproduces when $qk_F\ll\omega_p$. With $\int_0^\infty du/(u^2+\omega_p^2)=\pi/2\omega_p$, (5) yields $S(q)\to q^2/2\omega_p$ to leading order in $q$, quadratic where the ideal gas is linear. With $\omega_p=0.612372$ Ha ($16.66$ eV) and $q=0.05k_F$ this is $1.8796\times10^{-3}$, and the full RPA integral, $1.8765\times10^{-3}$, lies $0.16\%$ below it. The numerical check that follows lists the comparisons quoted here.

## Calculated quantities

```
ring: L=7, N=3, V/d with V=1.0 t, q=2pi/L, beta=1.0/t, eta=0.2 t, flux=0.2 rad/bond
ring w=1.50 t: Im chi kick = -0.2541985, from S = -0.2541985 1/(t site)
ring FDT max deviation on [-5,5] t = 3.3e-09 1/(t site)
ring detailed balance error: with -q 1.0e-14, with +q 4.8e-02 1/t
ring T=0 flux=0.0: S def = 0.29143845, rotated = 0.29143845, Im chi(i t) = 0.0e+00 1/(t site)
ring T=0 flux=0.2: S def = 0.29069702, rotated = 0.29069702, Im chi(i t) = -3.4e-03 1/(t site)
ring T=t flux=0: chi isothermal = -0.1392684, chi(i0+) = -0.1372676 1/(t site)
ring T=t: S def = 0.3901469, Matsubara = 0.3901469, no elastic = 0.3854782, S_el = 0.0046687
gas: rs = 2.0 bohr, n = 0.029842 bohr^-3, kF = 0.959579 1/bohr, EF = 0.460396 Ha
gas: omega_p = 0.612372 Ha = 16.664 eV
ideal T=0 q/kF=0.5: S def 0.3671875, real axis 0.3671875, imag axis 0.3671875, int Re chi -1e-16
ideal T=0 q/kF=1.0: S def 0.6875000, real axis 0.6875000, imag axis 0.6875000, int Re chi 1e-17
ideal T=0 q/kF=2.5: S def 1.0000000, real axis 1.0000000, imag axis 1.0000000, int Re chi -1e-16
RPA q/kF=0.5: q = 0.479790 1/bohr, v = 54.58939 Ha bohr^3, continuum top = 0.575495 Ha
RPA q/kF=0.5: plasmon = 0.728409 Ha = 19.821 eV, d eps/dw = 4.061849 1/Ha
  u = 0.1 Ha: chi0 = -6.670719e-02, chiRPA = -1.437189e-02 1/(Ha bohr^3)
  u = 0.5 Ha: chi0 = -1.822692e-02, chiRPA = -9.136318e-03 1/(Ha bohr^3)
  u = 1.0 Ha: chi0 = -6.048067e-03, chiRPA = -4.546871e-03 1/(Ha bohr^3)
  u = 3.0 Ha: chi0 = -7.515955e-04, chiRPA = -7.219736e-04 1/(Ha bohr^3)
RPA q/kF=0.5: S cont 0.0136710, plasmon 0.1511286, sum 0.1647996, imag axis 0.1647996
RPA q/kF=0.5: f-sum share cont 0.043576, plasmon 0.956424; -u^2 chi/nq^2 at 200 Ha 0.999987
RPA q/kF=1.0: S cont 0.4965957, plasmon 0.0000000, sum 0.4965957, imag axis 0.4965957
RPA q/kF=1.0: f-sum share cont 1.000000, plasmon 0.000000; -u^2 chi/nq^2 at 200 Ha 0.999973
RPA q/kF=1.5: S cont 0.7908533, plasmon 0.0000000, sum 0.7908533, imag axis 0.7908533
RPA q/kF=1.5: f-sum share cont 1.000000, plasmon 0.000000; -u^2 chi/nq^2 at 200 Ha 0.999935
RPA q/kF=0.05: S = 1.876463e-03, q^2/(2 omega_p) = 1.879559e-03
ideal T = 0.230198 Ha (0.5 EF), q = kF, mu = 0.342126 Ha
  w = -0.4 Ha: Im chi0 = 4.244085e-02 1/(Ha bohr^3), S def = 0.0966511, FDT = 0.0966511 1/Ha
  w = 0.4 Ha: Im chi0 = -4.244085e-02 1/(Ha bohr^3), S def = 0.5493535, FDT = 0.5493535 1/Ha
  w = 1.5 Ha: Im chi0 = -1.130683e-02 1/(Ha bohr^3), S def = 0.1207848, FDT = 0.1207848 1/Ha
  nu_1 = 1.446377 Ha; chi0 m=0,1,2: -6.672720e-02, -9.123021e-03, -2.926897e-03 1/(Ha bohr^3)
  m=0 share of S = 0.5147343
  S def 0.7787280, coth 0.7787280, Matsubara 0.7787280
  plain rotation 0.5843596, real axis without coth 0.5843596
```
